\section*{Recoil correction to muonium hyperfine splitting from two-photon exchange}

\section{The question posed by a light nucleus}

In the ground state of muonium an electron is bound to a positive muon, and the energy depends on whether the two spins are parallel. For a fixed nucleus the splitting comes from the electron moving in the field of a static magnetic moment. The muon, however, is only about two hundred times heavier than the electron. When the particles exchange two photons, the loop momentum can exceed the electron mass or even the muon mass, and the muon is then no static source. The question is how much this recoil changes the splitting.

Let the masses be $m<M$ and the charges $-e$ and $+e$. Both particles are point-like Dirac particles without anomalous moments, and they are distinct, so they cannot annihilate. Units are $\hbar=c=1$, with $e^2=4\pi\alpha$, metric $(+,-,-,-)$ and spinors normalized to $u^\dagger u=1$. The reduced mass is $\mu=mM/(m+M)$. The result derived in two ways is
\begin{equation}
\Delta E=-\frac{3\alpha}{\pi}\,\frac{mM}{M^2-m^2}\,\ln\frac Mm\;E_F ,
\label{result}
\end{equation}
where $E_F$ is the Fermi splitting, triplet minus singlet. The mass dependence is complete at relative order $\alpha$ for two-photon exchange.

\section{One photon, and what the wave function already contains}

To first order in momentum, a spinor has lower component $\boldsymbol\sigma\cdot\mathbf p\,\chi/(2m)$. The spin part of the electron current for momentum transfer $\mathbf q$ is therefore $i\boldsymbol\sigma\times\mathbf q/(2m)$. The muon receives $-\mathbf q$, so its current is $-i\boldsymbol\sigma'\times\mathbf q/(2M)$. For opposite charges the charge densities give $-e^2/\mathbf q^2$, and the spatial currents enter with the opposite sign:
\begin{equation}
V=\frac{e^2}{\mathbf q^2}\,
\frac{(\boldsymbol\sigma\times\mathbf q)\cdot(\boldsymbol\sigma'\times\mathbf q)}{4mM}
\;\longrightarrow\;
V_F=\frac{e^2}{6mM}\,\boldsymbol\sigma\cdot\boldsymbol\sigma' .
\end{equation}
The arrow is the average over directions of $\mathbf q$ appropriate to an S state, which turns the numerator into $\tfrac23\mathbf q^2\,\boldsymbol\sigma\cdot\boldsymbol\sigma'$. A constant in momentum space is a contact potential. Since $\boldsymbol\sigma\cdot\boldsymbol\sigma'$ is $1$ in the triplet and $-3$ in the singlet, and $|\psi(0)|^2=(\alpha\mu)^3/\pi$,
\begin{equation}
E_F=4\,\frac{4\pi\alpha}{6mM}\,\frac{(\alpha\mu)^3}{\pi}
=\frac83\,\frac{\alpha^4\mu^3}{mM}.
\end{equation}

Two-photon exchange at momenta far above $\alpha\mu$ also acts as a contact potential $V_2$, because the external momenta can be neglected. Part of it is already in $E_F$: one Coulomb photon shapes the wave function and one magnetic photon flips the spins. The 1S function in momentum space is
\begin{equation}
\psi(\mathbf k)=\frac{8\pi\alpha\mu\,\psi(0)}{(\mathbf k^2+\alpha^2\mu^2)^2}.
\end{equation}
Momenta above a cutoff $\lambda\gg\alpha\mu$ contribute to $|\psi(0)|^2$, to first order in the tail, the fraction
\begin{equation}
2\int_{|\mathbf k|>\lambda}\frac{d^3k}{(2\pi)^3}\,\frac{8\pi\alpha\mu}{\mathbf k^4}
=\frac{8\alpha\mu}{\pi}\int_\lambda^\infty\frac{dk}{k^2}
=\frac{8\alpha\mu}{\pi\lambda}.
\label{tail}
\end{equation}
The factor 2 arises because either of the two wave functions can supply the tail. The correction is thus
\begin{equation}
\frac{\Delta E}{E_F}=\lim_{\lambda\to0}\left[R(\lambda)-\frac{8\alpha\mu}{\pi\lambda}\right],
\qquad R(\lambda)=\frac{V_2}{V_F}\bigg|_{\text{momenta}>\lambda}.
\label{match}
\end{equation}
The order of operations matters: first expand in $\alpha$ at fixed $\lambda$, then let $\lambda/m\to0$. Below $\lambda$ the motion is nonrelativistic, and relativistic corrections there are suppressed at this order by powers of $\lambda/m$.

\section{First derivation: covariant loop}

With both particles at rest, $p=(m,\mathbf 0)$, define the electron tensor with both photon orderings,
\begin{equation}
T^{\mu\nu}=\bar u\left[
\frac{\gamma^\mu(\slashed p+\slashed k+m)\gamma^\nu}{k^2+2mk_0}
+\frac{\gamma^\nu(\slashed p-\slashed k+m)\gamma^\mu}{k^2-2mk_0}\right]u ,
\label{compton}
\end{equation}
and $T'^{\mu\nu}$ for the muon, with $m\to M$ and $k\to-k$. The box and crossed box contain one electron ordering and both muon orderings. Replacing $k\to-k$ and exchanging $\mu,\nu$ gives the other electron ordering, so their sum is half the product of the full tensors. The four vertices give $(ie)^2(-ie)^2=e^4$, the photon propagators $(-i)^2$ and the fermion propagators $i^2$. Hence, in Feynman gauge,
\begin{equation}
i\mathcal M=\frac{e^4}{2}\int\!\frac{d^4k}{(2\pi)^4}\,
\frac{T^{\mu\nu}T'_{\mu\nu}}{(k^2)^2},\qquad V_2=-\mathcal M .
\label{amp}
\end{equation}

Since $(\slashed p+m)\gamma^\nu u=2p^\nu u$, the terms with $\slashed p+m$ are symmetric in $\mu\nu$ and independent of spin. The symmetric part of $\gamma^\mu\slashed k\gamma^\nu$ contains single gamma matrices, whose expectation values at rest are also independent of spin. What remains is the antisymmetric part,
\begin{equation}
\gamma^{\mu}\gamma^\alpha\gamma^{\nu}\big|_{\rm antisym}
= i\eta\,\epsilon^{\mu\alpha\nu\beta}\gamma_\beta\gamma_5 ,
\end{equation}
where $\eta=\pm1$ depends on the convention for $\epsilon$ and will drop out. With $s^\beta=\bar u\gamma^\beta\gamma_5u=(0,\boldsymbol\sigma)$,
\begin{equation}
T^{\mu\nu}_A=i\eta\,\epsilon^{\mu\alpha\nu\beta}k_\alpha s_\beta\,f_m,
\qquad f_m=\frac{2k^2}{(k^2)^2-4m^2k_0^2}.
\end{equation}
The two fractions add because both $\slashed k$ and the order of the indices change sign. For the muon $k\to-k$ gives an overall minus sign. Using $\epsilon^{\mu\alpha\nu\beta}\epsilon_{\mu\alpha'\nu\beta'}=-2(\delta^\alpha_{\alpha'}\delta^\beta_{\beta'}-\delta^\alpha_{\beta'}\delta^\beta_{\alpha'})$,
\begin{align}
T_A^{\mu\nu}T'_{A\mu\nu}
&=-2\left[k^2\,s\cdot s'-(k\cdot s)(k\cdot s')\right]f_mf_M\nonumber\\
&\to 2\left(k_0^2-\tfrac23\mathbf k^2\right)f_mf_M\,
\boldsymbol\sigma\cdot\boldsymbol\sigma' .
\label{contract}
\end{align}
The second line uses $s\cdot s'=-\boldsymbol\sigma\cdot\boldsymbol\sigma'$ and the directional average $(k\cdot s)(k\cdot s')\to\tfrac13\mathbf k^2\,\boldsymbol\sigma\cdot\boldsymbol\sigma'$.

For $\mathbf k\ne0$ the poles with positive real $k_0$ lie below the real axis and those with negative real $k_0$ above it. The contour can therefore be rotated to $k_0=ik_4$, with $d^4k=i\,d^4K$ and $k^2=-K^2$. Then $k_0^2-\tfrac23\mathbf k^2=-\tfrac13(2K^2+k_4^2)$. Dividing $V_2$ by $V_F$ gives the prefactor $e^4\cdot\tfrac43\cdot(2\pi)^{-4}\cdot6mM/e^2=2\alpha mM/\pi^3$, so
\begin{equation}
R=\frac{2\alpha mM}{\pi^3}\int d^4K\,
\frac{2K^2+k_4^2}{(K^4+4m^2k_4^2)(K^4+4M^2k_4^2)} .
\label{loop}
\end{equation}

Set $k_4=Kc$ with $c=\cos\theta$, so that $d^4K=4\pi K^3\sin^2\theta\,dK\,d\theta$, and let $t=K/2m$, $s=K/2M$. Partial fractions give
\begin{equation}
\frac{1}{(K^2+4m^2c^2)(K^2+4M^2c^2)}
=\frac{1}{4K^2(M^2-m^2)}\left[\frac1{s^2+c^2}-\frac1{t^2+c^2}\right].
\end{equation}
Write $(2+c^2)/(t^2+c^2)=1+(2-t^2)/(t^2+c^2)$; the 1 cancels in the difference. Substituting $v=\cot\theta$,
\begin{equation}
\int_0^\pi\!\frac{d\theta}{t^2+c^2}
=\int_{-\infty}^{\infty}\!\frac{dv}{t^2+(1+t^2)v^2}
=\frac{\pi}{t\sqrt{1+t^2}} ,
\end{equation}
and with $\sin^2\theta=(1+t^2)-(t^2+c^2)$,
\begin{equation}
\int_0^\pi\!\frac{\sin^2\theta\,d\theta}{t^2+c^2}
=\pi\left[\sqrt{1+1/t^2}-1\right].
\end{equation}
Therefore
\begin{equation}
R=\frac{2\alpha}{\pi}\frac{mM}{M^2-m^2}\int_\lambda^\infty\!\frac{dK}{K}\,[F(s)-F(t)],
\quad F(t)=(2-t^2)\left[\sqrt{1+1/t^2}-1\right].
\label{radial}
\end{equation}

For small $t$, $F=2/t-2+t^2+\dots$. The constants cancel between the two masses, so there is no $\ln\lambda$. Separate the singular term by $G(t)=F(t)-2/t$. Its contribution to the integral is
\begin{equation}
\int_\lambda^\infty\frac{dK}{K}\,\frac{4(M-m)}{K}=\frac{4(M-m)}{\lambda},
\end{equation}
which contributes $8\alpha\mu/(\pi\lambda)$ to $R$, the amount removed in \eqref{match}. Here the cutoff acts on $K$, while in \eqref{tail} it acts on $|\mathbf k|$. At small $c$ the two differ by a layer of relative thickness $c^2/2$, whose contribution is proportional to $\lambda^2\int dc\,c^2/[(\lambda^2+4m^2c^2)(\lambda^2+4M^2c^2)]=O(\lambda)$. At $c$ of order one the contribution is $O(\lambda^2)$. Both vanish in the limit.

The remainder has finite end values, $G(0)=-2$ and $G(\infty)=-\tfrac12$, the latter from $-t^2\cdot1/(2t^2)$. Rescaling $K$ separately in the two terms leaves
\begin{align}
\int_\lambda^L\frac{dK}{K}[G(s)-G(t)]
&=\int_{\lambda/2M}^{\lambda/2m}\frac{dx}{x}G(x)-\int_{L/2M}^{L/2m}\frac{dx}{x}G(x)\nonumber\\
&\to[G(0)-G(\infty)]\ln\frac Mm=-\frac32\ln\frac Mm
\label{frullani}
\end{align}
for $\lambda\to0$, $L\to\infty$. Multiplication by the prefactor in \eqref{radial} gives \eqref{result}.

\section{Second derivation: Hamiltonian response and scaling}

Choose now the gauge $A_0=0$ and ask how a Dirac particle at rest responds to a vector potential. The electron Hamiltonian is $\boldsymbol\alpha\cdot(\mathbf p+e\mathbf A)+\beta m$. Absorbing a photon $(\omega,\mathbf k)$ with polarization $j$ and emitting it with polarization $i$, in either order, gives the second-order response $e^2S^{ij}$ with
\begin{equation}
S^{ij}=\chi^\dagger\!\left[\alpha^i\frac{1}{m+\omega-H_{\mathbf k}}\alpha^j
+\alpha^j\frac{1}{m-\omega-H_{-\mathbf k}}\alpha^i\right]\!\chi,
\quad H_{\mathbf k}=\boldsymbol\alpha\cdot\mathbf k+\beta m .
\end{equation}
The intermediate states have both signs of energy. In the filled-sea picture the particle cannot enter a negative-energy state, but its presence blocks a sea electron from entering the state $\chi$. The missing sea contribution has the same matrix elements and, after its minus sign is included, the same denominators with the two orderings interchanged.

Because $H_{\mathbf k}^2=\mathbf k^2+m^2$, the first resolvent is $(m+\omega+H_{\mathbf k})/(k^2+2m\omega)$, with $k^2=\omega^2-\mathbf k^2$. Between states with $\beta=1$ the product of three $\alpha$ matrices vanishes, and $\beta\alpha^j\chi=-\alpha^j\chi$ cancels $m$ against $\beta m$. The numerator is then $\omega\,\alpha^i\alpha^j$. In the second term it is $-\omega\,\alpha^j\alpha^i$. Using $\alpha^i\alpha^j=\delta^{ij}+i\epsilon^{ijl}\Sigma^l$, the spin-dependent part is
\begin{equation}
S_A^{ij}=i\epsilon^{ijl}\sigma^l\,\omega
\left[\frac1{k^2+2m\omega}+\frac1{k^2-2m\omega}\right]
=i\epsilon^{ijl}\sigma^l\,\omega f_m .
\label{response}
\end{equation}

In this gauge the photon propagator is $iP_{ij}/k^2$ with $P_{ij}=\delta_{ij}-k_ik_j/\omega^2$. It differs from the Feynman form by terms containing $k_\mu$ or $k_\nu$. These drop out because $k_\mu T^{\mu\nu}=0$: contracting \eqref{compton} with $k_\mu$ cancels each denominator and leaves $\bar u\gamma^\nu u-\bar u\gamma^\nu u$. The muon absorbs $i$ and emits $j$, so its response is $S'^{ji}_A=-i\epsilon^{ijl}\sigma'^l\omega f_M$. The contraction of two $\epsilon$ symbols with two matrices $P$ is twice the cofactor matrix of $P$. The eigenvalues of $P$ are $1,1,1-\mathbf k^2/\omega^2$, so those of the cofactor matrix are $1$ along $\mathbf k$ and $1-\mathbf k^2/\omega^2$, twice, across it. The directional average of the product is
\begin{equation}
2\omega^2\left(1-\frac{2\mathbf k^2}{3\omega^2}\right)f_mf_M\,\boldsymbol\sigma\cdot\boldsymbol\sigma'
=2\left(\omega^2-\tfrac23\mathbf k^2\right)f_mf_M\,\boldsymbol\sigma\cdot\boldsymbol\sigma' .
\end{equation}
The gauge pole at $\omega=0$ has cancelled. Two factors $-ie^2$ from the responses, two factors $i$ from the photons and $\tfrac12$ for the double counting of the two photon lines reproduce \eqref{amp} with \eqref{contract}, hence \eqref{loop}.

The integral can now be found without its closed angular form. The identity
\begin{multline}
\frac{M^2-m^2}{(K^4+4m^2k_4^2)(K^4+4M^2k_4^2)}\\
=\frac1{K^4}\left[\frac{M^2}{K^4+4M^2k_4^2}-\frac{m^2}{K^4+4m^2k_4^2}\right]
\end{multline}
separates the particles:
\begin{equation}
R=\frac{2\alpha mM}{\pi^3}\,\frac{h(M)-h(m)}{M^2-m^2},
\quad h(m)=m^2\!\int_{|\mathbf k|>\lambda}\!\!d^4K\,\frac{2K^2+k_4^2}{K^4(K^4+4m^2k_4^2)} .
\label{split}
\end{equation}
The function $h$ is dimensionless and converges at large momentum, so it depends on $\lambda/m$ alone. Any constant in its small-$\lambda$ expansion is the same for both particles and cancels. Only the terms singular in $\lambda$ are needed.

Let $\kappa=|\mathbf k|\ll m$, $x=k_4$ and $w(x)=(2\kappa^2+3x^2)/(\kappa^2+x^2)^2$. The energy integral has a narrow peak of width $\kappa^2/m$, where $w\approx w(0)=2/\kappa^2$:
\begin{equation}
\frac{2}{\kappa^2}\int_{-\infty}^\infty\frac{dx}{\kappa^4+4m^2x^2}=\frac{\pi}{m\kappa^4}.
\end{equation}
In the remainder $x\sim\kappa$ and the denominator is $4m^2x^2$, up to corrections of relative order $\kappa/m$:
\begin{align}
\frac1{4m^2}\int_{-\infty}^{\infty}\!dx\,\frac{w(x)-w(0)}{x^2}
&=-\frac1{4m^2\kappa^2}\int_{-\infty}^{\infty}\!dx\,\frac{\kappa^2+2x^2}{(\kappa^2+x^2)^2}\nonumber\\
&=-\frac{1}{4m^2\kappa^2}\left(\frac{\pi}{2\kappa}+\frac{\pi}{\kappa}\right)
=-\frac{3\pi}{8m^2\kappa^3}.
\end{align}
Multiplying by $4\pi m^2\kappa^2$ and integrating from $\lambda$ gives
\begin{equation}
h(m)=\frac{4\pi^2m}{\lambda}-\frac{3\pi^2}{2}\ln\frac m\lambda+C+O(\lambda/m).
\end{equation}
In the difference $C$ and $\ln\lambda$ cancel, and up to terms that vanish with $\lambda$
\begin{equation}
R=\frac{8\alpha\mu}{\pi\lambda}-\frac{3\alpha}{\pi}\frac{mM}{M^2-m^2}\ln\frac Mm .
\end{equation}
Subtraction of the tail gives \eqref{result} again.

\section{What each derivation assumes}

Both derivations need point-like Dirac vertices, external particles at rest and the matching \eqref{match}. They are not independent on that last point: if the subtraction were wrong, both would be wrong together.

The first works in Feynman gauge and does not need gauge invariance. Its closed angular integral gives the distribution in $K$, but the total needs only two numbers from it: the constant that follows the $2/t$ term at small $t$, which is $G(0)$, and the limit $G(\infty)$ at large $t$. The second uses current conservation to pass to $A_0=0$, where the spin enters through a single antisymmetric response. Its evaluation needs only the nonrelativistic side of each particle's integral, but relies on the mass being the only scale in $h$. A nucleus of finite radius introduces another scale, and the constants need no longer cancel. The first derivation would also lose its last step, since the two terms would no longer be rescaled copies of one function. Formula \eqref{result} therefore cannot be taken over unchanged for a composite nucleus whose structure is resolved at momenta below $M$.

\section{Limits and the size of the effect in muonium}

For $M\gg m$ the correction tends to $-(3\alpha/\pi)(m/M)\ln(M/m)E_F$ and vanishes for a fixed nucleus. For $M=m(1+\delta)$ with $\delta\to0$, the logarithm is $\delta$ and $M^2-m^2$ is $2m^2\delta$, so the ratio $\Delta E/E_F$ tends to $-3\alpha/(2\pi)$. A direct evaluation of \eqref{loop} at equal masses, without partial fractions, gives $-0.47746\,\alpha$ after removal of the tail, equal to this limit at the digits shown. For positronium, annihilation would have to be added.

For muonium $M/m=206.768$, $\ln(M/m)=5.3316$ and $E_F=4453.84$ MHz, with Dirac moments for both particles. Then
\begin{equation}
\frac{\Delta E}{E_F}=-0.0069685\times0.00483644\times5.3316=-1.797\times10^{-4},
\end{equation}
or $\Delta E=-0.800$ MHz. This is one contribution, not the full correction to $E_F$. Anomalous moments, vacuum polarization, radiative-recoil terms and terms of relative order $\alpha^2$ (about 53 ppm, before coefficients) are left out.

The logarithm comes from $m\ll K\ll M$, where $G(t)\approx-\tfrac12$ and $G(s)\approx-2$, so that $G(t)-G(s)\approx\tfrac32$ and equal intervals of $\ln K$ contribute equally. The real mass ratio is not large enough for the edges to be negligible. The ranges $K<2m$, $2m<K<2M$ and $K>2M$ contribute $-0.029$, $-0.623$ and $-0.149$ MHz. This division refers to the subtracted integrand. Far above $2M$ it falls as $4(M-m)/K$, a tail that comes from the subtracted term.

The numerical output also shows the cancellation in \eqref{match}. At $\lambda=0.1\,m$, with the cutoff acting on $K$, the loop gives $184751.5$ ppm of $E_F$ and the first-order tail $8\alpha\mu/(\pi\lambda)$ gives $184931.2$ ppm. Both numbers are the terms of first order in $\alpha$. Since the bound momentum is $\alpha\mu=0.0073\,m$, the integral \eqref{tail} with the full denominator $(\mathbf k^2+\alpha^2\mu^2)^2$ would be about $650$ ppm smaller at this cutoff. That difference is of higher order in $\alpha$ and does not enter \eqref{match}. Loop minus first-order tail is $-179.66$ ppm, against the limit $-179.69$ ppm. The missing part follows from the $t^2$ term of $F$: the integral below $\lambda$ is about $\lambda^2/(8m^2)=0.00125$ out of $\tfrac32\ln(M/m)=7.997$, which is $0.03$ ppm of $E_F$. With the cutoff on $|\mathbf k|$ instead, the layer between the two cutoffs adds about $-\alpha\lambda/[\pi(m+M)]=-1.1$ ppm, and the difference is $-180.80$ ppm. The approach to the limit is then linear in $\lambda$.

\section*{Computed values}
\begin{verbatim}
inverse fine-structure constant      137.035999
electron mass                        0.510999 MeV
muon mass                            105.65838 MeV
mass ratio M/m                       206.76828
ln(M/m)                              5.331599
reduced mass / electron mass         0.995187
bound momentum alpha mu / m          0.007262
3 alpha/pi                           0.0069685
m M/(M^2-m^2)                        0.00483644
Fermi splitting E_F                  4453.839 MHz
recoil correction / E_F              -179.689 ppm
recoil correction                    -0.80030 MHz
estimate with m/M prefactor          -0.80029 MHz
bracket integral, total              7.99740
(3/2) ln(M/m)                        7.99740
range K < 2m       integral 0.28651, shift -0.02867 MHz
range 2m < K < 2M  integral 6.22374, shift -0.62281 MHz
range K > 2M       integral 1.48715, shift -0.14882 MHz
cutoff/m, loop, wave-function tail, difference (ppm of E_F):
  0.40  46053.508  46232.792  -179.284
  0.20  92286.003  92465.584  -179.582
  0.10  184751.507  184931.169  -179.661
  0.05  369682.656  369862.337  -179.682
equal masses, loop minus tail        -0.47746 alpha
equal masses, -3/(2 pi)              -0.47746 alpha
\end{verbatim}
